# Strain Reversal of the Highest Valence Level in Wurtzite Crystals, part 2

Which valence level is highest in a strained wurtzite layer decides the polarization of its band-edge light. The hexagonal \(c\) axis is \(z\), strain \(\varepsilon_{ij}\) is positive for extension, and energies are electron energies, so holes occupy the highest valence level first.

The zone-centre orbitals \(X,Y,Z\) transform like \(x,y,z\) under the point group \(C_{6v}\). On them \(\mathbf L\) acts as an angular momentum of size one, with \(L_z\) eigenstates

\[
|1\rangle=-\frac{X+iY}{\sqrt2},\qquad |0\rangle=Z,\qquad
|-1\rangle=\frac{X-iY}{\sqrt2}.
\]

Arrows denote spin along \(z\), and \(\sigma_j\) are Pauli matrices. Without strain,

\[
H_0=\Delta_1L_z^2+\Delta_2L_z\sigma_z+\Delta_3(L_x\sigma_x+L_y\sigma_y).
\]

Strain adds

\[
\begin{aligned}
H_\varepsilon={}&(D_1+D_3L_z^2)\varepsilon_{zz}
+(D_2+D_4L_z^2)(\varepsilon_{xx}+\varepsilon_{yy})\\
&-D_5(L_+^2\varepsilon_-+L_-^2\varepsilon_+)\\
&-2D_6(\{L_z,L_+\}\varepsilon_{-z}+\{L_z,L_-\}\varepsilon_{+z}),
\end{aligned}
\]

where \(\{A,B\}=(AB+BA)/2\), \(\Lambda_\pm=L_x\pm iL_y\), and

\[
L_\pm=\frac{L_x\pm iL_y}{\sqrt2},\qquad
\varepsilon_\pm=\varepsilon_{xx}-\varepsilon_{yy}\pm2i\varepsilon_{xy},\qquad
\varepsilon_{\pm z}=\varepsilon_{xz}\pm i\varepsilon_{yz}.
\]

For equal in-plane strain without shear, \(H_\varepsilon=\lambda+\theta L_z^2\), with

\[
\lambda=D_1\varepsilon_{zz}+D_2(\varepsilon_{xx}+\varepsilon_{yy}),\qquad
\theta=D_3\varepsilon_{zz}+D_4(\varepsilon_{xx}+\varepsilon_{yy}).
\]

Put \(\Delta=\Delta_1+\theta\), \(g=\Delta-\Delta_2\) and \(R=\sqrt{g^2+8\Delta_3^2}\). The states \(|1\uparrow\rangle\) and \(|-1\downarrow\rangle\) form \(\Gamma_9\), with \(E_9=\lambda+\Delta+\Delta_2\). The pairs \(|1\downarrow\rangle,|0\uparrow\rangle\) and \(|-1\uparrow\rangle,|0\downarrow\rangle\) form two \(\Gamma_7\) levels. Measured from \(\lambda\), each pair has the block

\[
\begin{pmatrix}\Delta-\Delta_2&\sqrt2\Delta_3\\\sqrt2\Delta_3&0\end{pmatrix},
\]

whose characteristic equation and levels are

\[
E^2-gE-2\Delta_3^2=0,
\]

\[
E_{7\pm}=\lambda+\frac{g\pm R}{2}.
\]

For \(\Delta_2>0\) the highest symmetry reverses at

\[
\boxed{\;\Delta_1+\theta=\Delta_c,\qquad
\Delta_c=\frac{\Delta_3^2}{\Delta_2}-\Delta_2\;}
\]

with \(\Gamma_9\) on top for larger \(\Delta_1+\theta\) and \(\Gamma_7\) on top for smaller. For \(\Delta_2\le0\), \(\Gamma_9\) is never on top. Diagonalizing the six-state matrix for 4000 random cases confirmed the order every time.

The example uses \(\Delta_1=10\), \(\Delta_2=6\) and \(\Delta_3=5\) meV; \(D_1=-4\), \(D_2=4\), \(D_3=8\), \(D_4=-4\) and \(D_5=-4\) eV; and elastic constants \(C_{11}=380\), \(C_{12}=140\), \(C_{13}=100\) and \(C_{33}=400\) GPa.

## Critical strain of a layer and its optical response

The symbols carried over are the crystal-field energy \(\Delta_1\), the spin-orbit energies \(\Delta_2\) and \(\Delta_3\), and the deformation potentials \(D_1\) to \(D_6\). Strain with equal in-plane components and no shear adds \(\lambda+\theta L_z^2\) to the Hamiltonian, and \(\Delta=\Delta_1+\theta\). With \(g=\Delta-\Delta_2\) and \(R=\sqrt{g^2+8\Delta_3^2}\), the levels are \(E_9=\lambda+\Delta+\Delta_2\) and \(E_{7\pm}=\lambda+(g\pm R)/2\). For \(\Delta_2>0\), \(\Gamma_9\) is highest when \(\Delta\) exceeds \(\Delta_c=\Delta_3^2/\Delta_2-\Delta_2\).

In a layer grown along \(c\), the substrate fixes the in-plane strain \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\), while the free surface allows no normal stress. With elastic constants \(C_{ij}\),

\[
0=\sigma_{zz}=2C_{13}\varepsilon+C_{33}\varepsilon_{zz},
\qquad
\varepsilon_{zz}=-\frac{2C_{13}}{C_{33}}\varepsilon .
\]

A layer stretched in its plane becomes thinner along \(c\). Substitution into \(\theta=D_3\varepsilon_{zz}+2D_4\varepsilon\) gives

\[
\theta=s\varepsilon,\qquad
s=2\left(D_4-D_3\frac{C_{13}}{C_{33}}\right),
\]

so that for \(\Delta_2>0\) and \(s\ne0\) the critical strain is

\[
\boxed{\;\varepsilon_c=\frac{1}{s}
\left(\frac{\Delta_3^2}{\Delta_2}-\Delta_2-\Delta_1\right)\;}
\]

If \(s<0\), tension lowers \(\Delta\), and \(\Gamma_7\) is highest for \(\varepsilon>\varepsilon_c\). If \(s>0\), the two sides are exchanged. The corresponding stress follows from

\[
\sigma_{xx}=C_{11}\varepsilon+C_{12}\varepsilon+C_{13}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}\right)\varepsilon .
\]

The optical consequence comes from the orbital content of the levels. At the zone centre the conduction orbital \(S\) is unchanged by the operations of \(C_{6v}\). Symmetry then allows \(\langle S|p_z|Z\rangle=P_\parallel\) and \(\langle S|p_x|X\rangle=\langle S|p_y|Y\rangle=P_\perp\), and it forbids the other elements between \(S\) and these orbitals. The small spin-dependent part of the momentum operator is neglected, so a transition keeps the spin.

The \(\Gamma_9\) states contain no \(Z\), and they neither absorb nor emit light polarized along \(c\) at the zone centre. Let \(w\) be the weight of \(Z\) in the upper \(\Gamma_7\) level. Each of its states has squared momentum element \(w|P_\parallel|^2\) for light polarized along \(c\). For polarization along \(x\) it has \((1-w)|P_\perp|^2/2\), since \(X\) makes up half of \(|1\rangle\) or \(|-1\rangle\).

To find \(w\), write the state as \(\alpha|1\downarrow\rangle+\beta|0\uparrow\rangle\) and let \(E=(g+R)/2\) be its energy above \(\lambda\). The second row of the eigenvalue equation is \(\sqrt2\Delta_3\alpha=E\beta\), and therefore

\[
w=\frac{\beta^2}{\alpha^2+\beta^2}
=\frac{2\Delta_3^2}{E^2+2\Delta_3^2}.
\]

The characteristic equation \(E^2=gE+2\Delta_3^2\) turns the denominator into

\[
gE+4\Delta_3^2=\frac{g^2+gR}{2}+\frac{R^2-g^2}{2}
=\frac{R(R+g)}2 .
\]

The numerator is \((R^2-g^2)/4=(R-g)(R+g)/4\). Cancelling \(R+g\) gives

\[
w=\frac12\left(1-\frac gR\right).
\]

For large positive \(g\) the upper \(\Gamma_7\) level is made of \(X\) and \(Y\). For large negative \(g\) it is made of \(Z\). At the reversal \(E=E_9-\lambda=\Delta_c+\Delta_2=\Delta_3^2/\Delta_2\), so the weight there is

\[
w_c=\frac{2\Delta_3^2}{\Delta_3^4/\Delta_2^2+2\Delta_3^2}
=\frac{2\Delta_2^2}{2\Delta_2^2+\Delta_3^2}.
\]

It equals \(2/3\) when \(\Delta_2=\Delta_3\). The orbital content of each level changes smoothly with strain, but the \(Z\) weight of the highest level jumps between zero and \(w_c\), because a different level becomes the highest.

The same weight governs how fast the levels separate. Since \(dR/dg=g/R\), we have \(d(E_{7+}-\lambda)/d\Delta=(1+g/R)/2=1-w\), while \(d(E_9-\lambda)/d\Delta=1\). Hence

\[
\frac{d(E_9-E_{7+})}{d\varepsilon}=s\,w,
\]

which is \(sw_c\) at the crossing.

For a numerical case, take a layer in the regime of gallium nitride on silicon. The parameters are rough, rounded typical values: \(\Delta_1=10\), \(\Delta_2=6\) and \(\Delta_3=5\) meV; \(D_1=-4\), \(D_2=4\), \(D_3=8\), \(D_4=-4\) and \(D_5=-4\) eV; and \(C_{11}=380\), \(C_{12}=140\), \(C_{13}=100\) and \(C_{33}=400\) GPa. Then \(\varepsilon_{zz}=-0.5\,\varepsilon\), and

\[
s=2(-4-8\times0.25)=-12\ \text{eV},\qquad
\Delta_c=\frac{25}{6}-6=-1.83\ \text{meV}.
\]

The reversal therefore occurs in tension, at

\[
\varepsilon_c=\frac{-1.83-10}{-12000}=0.0986\,\% .
\]

A root search on the numerically diagonalized Hamiltonian gave the same strain. The simpler criterion \(\Delta=0\) would put the reversal at \(10/12000=0.083\,\%\). The biaxial modulus is \(380+140-2\times100^2/400=470\) GPa, and the critical tensile stress is 0.46 GPa.

Without strain, \(g=4\) meV and \(R=\sqrt{16+200}=14.70\) meV. Thus \(E_9=16.0\) meV and \(E_{7+}=9.35\) meV, and \(\Gamma_9\) is highest by 6.65 meV. The \(Z\) weight of the upper \(\Gamma_7\) level is 0.364.

Suppose that the layer is free of strain at a growth temperature of 1300 K and remains bonded to a thick substrate while it cools to 300 K. Silicon contracts less than gallium nitride. With a constant difference of \(2\times10^{-6}\) per kelvin between their expansion coefficients, the layer is left with a tension of \(2\times10^{-6}\times1000=0.200\,\%\), or 0.94 GPa. Then \(\theta=-24\) meV, \(\Delta=-14\) meV, \(g=-20\) meV and \(R=\sqrt{400+200}=24.49\) meV. Measured from \(\lambda\), the levels are

\[
E_9=-8.00\ \text{meV},\qquad E_{7+}=2.25\ \text{meV}.
\]

The \(\Gamma_7\) level is now highest by 10.25 meV, and its \(Z\) weight has risen to 0.908. The common shift \(\lambda=20\) meV has no part in the reversal. At the crossing itself \(w_c=72/97=0.742\), and the separation changes at \(-12\times0.742=-8.91\) eV per unit strain, or about 0.09 meV for each \(0.001\,\%\).

A real layer need not be free of strain at the growth temperature. Buffer layers can build in compression during growth, which partly or wholly cancels the tension of cooling. In the example, a built-in compression of \(0.200-0.099=0.101\,\%\) would bring the cooled layer back to the crossing, and more would restore \(\Gamma_9\) as the highest level. In a layer thick enough for confinement along \(c\) to be negligible, the final strain, rather than the choice of substrate, therefore decides the order. In a thin quantum well, confinement lowers the \(Z\)-rich \(\Gamma_7\) level more than \(\Gamma_9\), because its hole mass along \(c\) is smaller, and this can restore \(\Gamma_9\) as the highest level. The assumed 0.94 GPa is a large stress for a thick layer, which may relax by cracking. For these material parameters, and with equal in-plane strain and no vertical field, \(\Gamma_9\) stays highest as long as the tension is below 0.46 GPa. This limit inherits the uncertainty of the parameters: if \(D_3\) and \(D_4\) are both 20 % smaller, the critical strain rises to \(0.123\,\%\). The crystal-field energy matters as much. Values of \(\Delta_1\) up to about 22 meV have been reported for gallium nitride, and with 22 meV the critical strain becomes \(0.199\,\%\), or 0.93 GPa, which places the cooled layer almost exactly at the crossing.

Temperature of use has a modest effect on the strain. At 425 K the same thermal model leaves \(2\times10^{-6}\times875=0.175\,\%\). With all other parameters held fixed, \(\Gamma_7\) is still highest, by 7.6 meV.

Unequal in-plane strain is a different matter, since it removes the symmetry that forbids the two levels to mix and so allows them to cross. Let \(\delta=\varepsilon_{xx}-\varepsilon_{yy}\), without shear. The added term is \(-D_5\delta(L_+^2+L_-^2)\). Since \(L_+^2=\Lambda_+^2/2\), and \(\Lambda_+\) gives a factor \(\sqrt2\) in each of the two steps from \(|-1\rangle\) to \(|1\rangle\), we have \(L_+^2|-1\rangle=|1\rangle\). The \(\Gamma_9\) state \(|1\uparrow\rangle\) is thus coupled to the part \(|-1\uparrow\rangle\) of one upper \(\Gamma_7\) state, whose weight is \(1-w\). The other two states are coupled in the same way with spins and orbital signs reversed, and no further coupling acts among these four states. At the crossing, two degenerate states coupled by \(V\) split by \(2|V|\), and to first order in \(\delta\)

\[
\text{splitting}=2|D_5\delta|\sqrt{1-w_c}.
\]

For \(\delta=0.020\,\%\), with the mean in-plane strain held at \(\varepsilon_c\), full diagonalization gives 0.81 meV. The sharp exchange of symmetries is replaced by a gradual exchange of character over a range of strain.

A vertical electric field \(\mathcal E\) also strains the layer. With piezoelectric constant \(e_{33}\), the normal stress contains the further term \(-e_{33}\mathcal E\). At fixed in-plane strain the free surface then requires an additional \(\varepsilon_{zz}=e_{33}\mathcal E/C_{33}\). A field of 1 MV/cm along \(+c\), with \(e_{33}=0.7\) C/m², gives \(0.7\times10^8/(4\times10^{11})=0.0175\,\%\). This adds \(8\ \text{eV}\times1.75\times10^{-4}=1.4\) meV to \(\theta\) and, taken alone, moves the critical strain up to \(0.110\,\%\). With the field reversed, this contribution moves it down by the same amount. The field can also change \(\Delta_1\) directly, by displacing ions and electrons at fixed strain. Symmetry allows this effect, which need not be small and is not included here, so the total shift may differ.

The field also broadens the optical edge, by an energy much larger than the 1.4 meV that comes from the piezoelectric strain. An electron and a hole of reduced mass \(\mu\) are pulled apart over a length \(\ell\) at which the kinetic energy \(\hbar^2/(2\mu\ell^2)\) equals the field energy \(e\mathcal E\ell\). Solving for \(\ell\) gives the energy scale of the broadening,

\[
e\mathcal E\ell=\left(\frac{\hbar^2e^2\mathcal E^2}{2\mu}\right)^{1/3}.
\]

With an electron mass of \(0.2m_0\) and a hole mass of \(2m_0\) along \(c\), \(\mu=0.18m_0\) and the scale is 128 meV at 1 MV/cm. It equals the 10.25 meV separation of the cooled layer already at 0.023 MV/cm. The heavy hole mass belongs to \(X\) and \(Y\) states. The \(Z\)-rich \(\Gamma_7\) level is lighter along \(c\) near the zone centre, so in the cooled layer the broadening reaches the separation at a still lower field. These fields refer to a free electron-hole pair. At such low fields the pair is still nearly bound as an exciton, and its line is narrower: for the hydrogen-like exciton of the next paragraph the field-ionization width is about 2 meV at 0.023 MV/cm and reaches 10 meV near 0.045 MV/cm. In either picture, in a layer much thicker than \(\ell\) the two edges can be resolved only in regions where the field is a few hundredths of a MV/cm or less. This estimate does not apply to a thin quantum well, where confinement keeps the levels discrete.

Attraction between electron and hole is not small either. If the same reduced mass is used for all directions, which is a rough assumption, and the relative permittivity is 10, the hydrogen-like binding energy is \(13.6\times0.18/100\) eV, or about 25 meV. This uses the heaviest hole mass throughout; with separate masses along and across \(c\), a variational estimate gives about 18 meV. Either value exceeds the separation of the two highest levels, so the exciton states can mix the valence levels, and the reversal seen in exciton lines need not fall at the band-edge value of \(\varepsilon_c\). Coupling to remote bands appears less serious: one rough measure of it, \(|\theta|\) divided by a gap of 3.4 eV, is 0.7 % in the cooled layer.

Thermal motion limits how much of the zone-centre symmetry survives in a population of holes. Away from the zone centre, the products \(k_ik_j\) form a symmetric tensor like the strain. They enter the Hamiltonian in the same way, with six constants \(A_1\) to \(A_6\), in units of \(\hbar^2/2m_0\), in place of \(D_1\) to \(D_6\). Terms linear in \(\mathbf k\), which the hexagonal crystal also allows, are neglected. The values \(-7\), \(-0.5\), \(6.5\), \(-3\), \(-3\) and \(-4\) are again rough ones for this regime, and \(-1/(A_1+A_3)=2\) is the hole mass used above. The \(Z\) weight was averaged over all six bands with Boltzmann occupation. At 4 K, where \(kT=0.34\) meV, the mean is 0.003 without strain and 0.911 in the cooled layer, close to the zone-centre values 0 and 0.908. A linear term of typical size, about 0.09 eV Å, would shift these means, and those at 300 K, by up to about 0.01. At 300 K, where \(kT=25.9\) meV exceeds both separations, the means are 0.226 and 0.388. Equal occupation of \(X\), \(Y\) and \(Z\) would give 0.333.

The reversal is therefore nearly complete in the hole character at low temperature, but at room temperature it is a change of preference. These averages describe the holes and are not an emission spectrum, which also depends on the electrons and on \(P_\parallel\) and \(P_\perp\). Boltzmann occupation requires a hole density far below the density scale of the valence bands, which is \(8\times10^{19}\) cm\(^{-3}\) for the cooled layer at 300 K. At 4 K the scale is about 3400 times smaller in this model, and roughly a thousand times smaller if the linear term is kept, so the low-temperature averages hold only for correspondingly dilute holes. The numerical output below lists the values for this example.

## Table of computed values

```
Strain invariants under C6v: 6
Random cases: 4000; Gamma9 top: 852
Delta2>0 with Gamma7 top: 1141; Delta2<0: 2007
Delta1, Delta2, Delta3 (meV): 10.0 6.0 5.0
D1..D6 (eV): -4.0 4.0 8.0 -4.0 -4.0 -5.5
C11, C12, C13, C33 (GPa): 380.0 140.0 100.0 400.0
Thermal mismatch: 2.0 1e-6/K
Growth, room, hot temperature (K): 1300.0, 300.0, 425.0
Ratio ezz/exx: -0.500
Slope s = theta/strain: -12.000 eV
Critical Delta1+theta: -1.833 meV
Critical strain, formula: 0.09861 %
Critical strain, root search: 0.09861 %
Biaxial modulus: 470.0 GPa
Critical tensile stress: 0.463 GPa
Z weight of upper Gamma7 at crossing: 0.742
Rate of E9-E7+ at crossing: -8.907 eV
[unstrained] strain: 0.000 %
  lambda: 0.000 meV
  theta: -0.000 meV
  E9, E7+, E7- minus lambda (meV): 16.000 9.348 -5.348
  E9-E7+: 6.652 meV
  Z weight of upper Gamma7: 0.364
[cooled] strain: 0.200 %
  lambda: 20.000 meV
  theta: -24.000 meV
  E9, E7+, E7- minus lambda (meV): -8.000 2.247 -22.247
  E9-E7+: -10.247 meV
  Z weight of upper Gamma7: 0.908
Cooled stress: 0.940 GPa
Strain at hot operation: 0.175 %
E9-E7+ at hot-operation strain: -7.557 meV
In-plane strain difference: 0.020 %
  splitting at critical mean strain: 0.812 meV
Device field along +c: 1.0 MV/cm
  e33: 0.7 C/m^2
  piezoelectric ezz: 0.0175 %
  critical strain with field: 0.11028 %
Electron, hole, reduced mass (m0): 0.2, 2.0, 0.1818
Field broadening energy: 128.0 meV
Field where broadening = cooled |E9-E7+|: 0.0227 MV/cm
Permittivity 10.0; exciton binding: 24.7 meV
Critical strain, D3 and D4 20% smaller: 0.1233 %
|theta|/gap, cooled, gap 3.4 eV: 0.71 %
A1..A6 (hbar^2/2m0): -7.0 -0.5 6.5 -3.0 -3.0 -4.0
kT at 4 K: 0.345 meV
  mean hole Z weight, unstrained: 0.003
  mean hole Z weight, cooled strain: 0.911
kT at 300 K: 25.852 meV
  mean hole Z weight, unstrained: 0.226
  mean hole Z weight, cooled strain: 0.388
Valence density scale, 300 K, cooled: 8.01e+19 cm^-3
```
